# Uniformisation for surface kinetics: nonnegative coverages with a known truncation error

Let a surface site be in one of $n$ states, with fractions $\theta_1,\dots,\theta_n$ that obey $d\theta/dt=K\theta$ at constant temperature and pressure. If $\Lambda$ is at least the largest total rate at which any state is left, then

$$
\theta(t)=e^{Kt}\theta_0=\sum_{m=0}^{\infty}w_m\,P^m\theta_0,\qquad P=I+\frac{K}{\Lambda},\qquad w_m=e^{-q}\frac{q^m}{m!},\qquad q=\Lambda t .
$$

For nonnegative $\theta_0$ with total 1, stopping at $m=M$ gives nonnegative coverages, none above its true value. The absolute errors, summed over the states, equal the Poisson tail

$$
\varepsilon_M=\sum_{m>M}w_m .
$$

The error is therefore known without knowing the solution. These statements hold in exact arithmetic; rounding is treated separately below.

## A small case by hand

Consider trimethylgallium arriving at an arsenic-terminated GaAs(001) surface. A site is bare (1), holds a molecular adduct (2), holds methylated gallium (3), or holds methyl-free gallium (4). Adsorption on a bare site has rate $k_a$. The adduct desorbs at rate $k_d$ or reacts to state 3 at rate $k_r$. State 3 loses its methyl at rate $k_m$, or leaves as GaCH$_3$ at rate $k_l$ and bares the site. Gas impacts return state 4 to state 3 at rate $k_g$.

With $K_{ij}$ the rate from state $j$ to state $i$,

$$
K=\begin{pmatrix}
-k_a&k_d&k_l&0\\
k_a&-(k_d+k_r)&0&0\\
0&k_r&-(k_m+k_l)&k_g\\
0&0&k_m&-k_g
\end{pmatrix}.
$$

Each column sums to zero, because what leaves one state enters another. The model goes beyond one-step Langmuir adsorption by having a precursor and later surface states, but it remains linear: a site does not feel its neighbours.

The rates, in s$^{-1}$, are $k_a=15.106$, $k_d=7950.61$, $k_r=3551.53$, $k_m=0.5019$, $k_l=0.01998$ and $k_g=1.5106$; their origin is given below. The adduct has the largest exit rate, so take

$$
\Lambda=k_d+k_r=11502.14\ \mathrm{s^{-1}} .
$$

Imagine a clock that ticks at random at this mean rate. At a tick, an adduct desorbs with probability $k_d/\Lambda=0.691229$ or reacts with probability $k_r/\Lambda=0.308771$. These add to 1, so it never stays. A bare site adsorbs with probability $k_a/\Lambda=0.001313$ and otherwise stays as it is. Slow states thus share the fast clock by having many ticks without effect.

Start with every site holding an adduct, $v_0=(0,1,0,0)$. After one tick,

$$
v_1=(0.691229,\ 0,\ 0.308771,\ 0).
$$

At the second tick, the bare part sends $0.691229\times0.001313=0.000908$ back to the adduct. The methylated part sends $0.308771\,k_m/\Lambda=0.000013$ to state 4. Its GaCH$_3$ loss is smaller still. Hence

$$
v_2=(0.690321,\ 0.000908,\ 0.308757,\ 0.000013),
$$

and a third tick gives

$$
v_3=(0.690043,\ 0.000907,\ 0.309024,\ 0.000027).
$$

In $t=0.1$ ms the mean number of ticks is $q=1.15021$. The probabilities of 0, 1, 2 and 3 ticks are 0.316569, 0.364122, 0.209409 and 0.080289. The bare fraction, cut after three ticks, is

$$
0.364122(0.691229)+0.209409(0.690321)+0.080289(0.690043)=0.451654 .
$$

Treating the other components alike gives

$$
\theta_{\rm cut}=(0.451654,\ 0.316832,\ 0.201898,\ 0.000005).
$$

An independent high-precision matrix exponential gives $(0.472076,0.316859,0.211059,0.000006)$. Every cut coverage is at or below its reference value. The four weights add to 0.970389, so the tail is $1-0.970389=0.029611$. The summed coverage error is also 0.029611.

## Why the construction works in general

Let $K_{ij}\ge0$ for $i\ne j$ and let every column sum to zero. Then $-K_{jj}$ is the total exit rate of state $j$. For $\Lambda>0$, the entries of $P$ are

$$
P_{ij}=\frac{K_{ij}}{\Lambda}\quad(i\ne j),\qquad
P_{jj}=1-\frac{|K_{jj}|}{\Lambda}.
$$

The off-diagonal entries are nonnegative. The diagonal ones are nonnegative if and only if $\Lambda\ge|K_{jj}|$ for every $j$. The column sums are

$$
\sum_iP_{ij}=1+\frac1\Lambda\sum_iK_{ij}=1 .
$$

So $P$ turns a probability distribution into another one.

From the definition of $P$, $Kt=\Lambda t(P-I)=qP-qI$. The exponential of a sum factors when the two terms commute, and $I$ commutes with every matrix. Therefore

$$
e^{Kt}=e^{-qI}e^{qP}=e^{-q}\sum_{m=0}^{\infty}\frac{q^m}{m!}P^m .
$$

This is the stated series, with $w_m$ the probability of $m$ ticks.

Now put $v_m=P^m\theta_0$. Each $v_m$ is nonnegative and has total 1. With $\theta_M$ the sum cut after $m=M$,

$$
\theta-\theta_M=\sum_{m>M}w_mv_m\ge0
$$

in every component. Absolute values are then unnecessary in the 1-norm, the sum of the absolute components:

$$
\|\theta-\theta_M\|_1=\sum_{m>M}w_m\sum_i(v_m)_i=\sum_{m>M}w_m=\varepsilon_M .
$$

This controls absolute errors. A coverage much smaller than $\varepsilon_M$ may have a large relative error.

If sites can also leave the listed states, some column sums of $K$ are negative. The columns of $P$ then sum to at most 1 and each $v_m$ has total at most 1. The cut sum is still nonnegative, but its error is now bounded by $\varepsilon_M$ instead of equal to it.

### Restoring the site total

The cut sum has total $1-\varepsilon_M$, so it preserves nonnegativity but not the number of sites. Dividing by this total gives a distribution $a=\theta_M/(1-\varepsilon_M)$. Call the normalised omitted part $b$. Then

$$
\theta=(1-\varepsilon_M)a+\varepsilon_Mb,\qquad
a-\theta=\varepsilon_M(a-b),
$$

and, since $\|a-b\|_1\le\|a\|_1+\|b\|_1=2$,

$$
\|a-\theta\|_1\le2\varepsilon_M .
$$

The factor 2 can be reached. For one irreversible step from state A to state B, start in A, let $\Lambda$ equal the step rate and keep only $m=0$. Then $a=(1,0)$, while every omitted term is $(0,1)$, so $\|a-b\|_1=2$.

In the hand example, rescaling gives $(0.4654,0.3265,0.2081,0.0000)$, with a summed error of about 0.019. That is less than the unscaled 0.0296, but the general guarantee after rescaling is the weaker one, here 0.059.

### When the clock is too slow

If $\Lambda$ is smaller than an exit rate, the exponential identity survives but $P$ has a negative diagonal entry. Starting wholly in that state $j$, the sum through $m=1$ contains

$$
(\theta_1)_j=e^{-q}(1+qP_{jj}),
$$

which is negative when $q>1/|P_{jj}|$. For the adduct, halve the clock rate and take $t=0.3478$ ms. Then $q=2$, $P_{22}=1-2=-1$, and the cut adduct coverage is $e^{-2}(1-2)=-0.1353$. In exact arithmetic, adding enough terms repairs the value, but the partial sums have lost their guarantee. In floating point the repair can fail once $|P_{jj}|>1$, because the terms then alternate and grow. With the clock at a third of the adduct exit rate, $P_{22}=-2$, and at $q=40$ the largest terms are near $e^{-40}80^{80}/80!\approx10^{16}$, so double precision keeps no correct digit.

There is a link with explicit time stepping. A forward Euler step of length $h$ multiplies by $I+hK$, so $P$ is an Euler step with $h=1/\Lambda$. This is the longest such step that keeps every nonnegative start nonnegative, if $\Lambda$ is the largest exit rate. Uniformisation averages over the number of these steps and thereby removes Euler's time-step error.

Two limits follow. As $q\to0$, $w_0\to1$ and the initial state remains. If $K\pi=0$, then $P\pi=\pi$, so a steady state $\pi$ is unchanged by every tick.

## Choosing the cut and computing the weights

A bound on the tail can be found before any matrix product. Let $N$ be the Poisson tick count and $k=M+1>q$. For any $u>1$, $u^{N-k}\ge1$ whenever $N\ge k$, and it is positive otherwise. Taking the mean gives

$$
\varepsilon_M=\Pr(N\ge k)\le u^{-k}\sum_{m=0}^{\infty}e^{-q}\frac{(qu)^m}{m!}
=\exp[q(u-1)-k\ln u].
$$

The exponent has derivative $q-k/u$ and is least at $u=k/q$. Thus

$$
\varepsilon_M\le\exp\left[k-q-k\ln\frac{k}{q}\right].
$$

For $k=q+x$ with $x\ll q$, expanding the logarithm to second order gives the exponent $-x^2/(2q)$. The number of products is therefore about $q$ plus several $\sqrt q$ when $q$ is large.

Direct evaluation of $w_0=e^{-q}$ fails in double precision beyond $q\approx745$, where it underflows to zero. The remedy is to start at $m_0=\lfloor q\rfloor$, near the largest weight, assign it the provisional value 1, and use

$$
w_{m+1}=w_m\frac{q}{m+1},\qquad w_{m-1}=w_m\frac{m}{q}.
$$

Dividing by the sum restores the normalisation. An upper end at $q+12\sqrt q+50$ is ample: for $q=11502$ the bound above puts the omitted probability near $e^{-75}$.

The algorithm is then short:

1. Set $\Lambda=\max_j|K_{jj}|$ and $q=\Lambda t$. If $\Lambda=0$ or $t=0$, return $\theta_0$.
2. Form $P$ and the normalised weights. Find the smallest $M$ whose tail is within the permitted error.
3. Set $v=\theta_0$ and the result to $w_0v$.
4. For $m=1,\dots,M$, replace $v$ by $Pv$ and add $w_mv$ to the result.

The loop multiplies and adds nonnegative numbers, so large terms cannot cancel. A direct Taylor sum of $e^{Kt}\theta_0$ behaves differently. Starting from the adduct, successive powers of $K$ alternate in sign, and at $\Lambda t=40$ the largest terms are near $40^{40}/40!\approx10^{16}$. Double precision has a spacing of 2 at that size, while the answer has total 1. The computed Taylor sum has a 1-norm error of order 1 (4.05 in the run below; between about 1 and 4.4 for other orders of the arithmetic), while uniformisation gives an error of order $10^{-15}$.

## A gallium pulse and purge

The surface is at 720 K, the gas at 300 K and $10^{-4}$ Torr. The site density is $2/(0.565\ \mathrm{nm})^2=6.265\times10^{14}$ cm$^{-2}$. For a dilute gas the impact flux is $p/\sqrt{2\pi m_{\rm mol}k_BT_{\rm gas}}$, which for a mass of 114.8 u is $1.893\times10^{16}$ cm$^{-2}$ s$^{-1}$, or 30.212 impacts per site per second. Trapping with probability 0.5 gives $k_a$; methyl return with probability 0.05 gives $k_g$. The other rates are $10^{13}\,\mathrm{s^{-1}}\exp(-E/k_BT)$, with $E=1.30$, 1.35, 1.90 and 2.10 eV for $k_d$, $k_r$, $k_m$ and $k_l$.

For a 1 s pulse on a bare surface, $q=11502.14$ and $\sqrt q\approx107$. The cut and its error are:

| $M$ | 1-norm error | Poisson tail |
|---:|---:|---:|
| 11752 | $9.97\times10^{-3}$ | $9.97\times10^{-3}$ |
| 11903 | $9.87\times10^{-5}$ | $9.87\times10^{-5}$ |
| 12016 | $9.57\times10^{-7}$ | $9.57\times10^{-7}$ |

A tail of at most $10^{-10}$ needs $M=12191$, about $6.4\sqrt q$ above the mean. The prior bound there is $1.55\times10^{-9}$, safe but not tight. Doubling the clock rate raises $M$ to 23976 for the same permitted tail, so the smallest allowed $\Lambda$ is the economical choice. With the tail limited to $10^{-14}$, the largest relative error of any pulse-end coverage is $2.3\times10^{-13}$, which shows that rounding is harmless here.

After the pulse, the coverages in the order of the states are

$$
(0.0128,\ 1.68\times10^{-5},\ 0.7953,\ 0.1919).
$$

In a 1 s purge, $k_a=k_g=0$. Neglecting the tiny adduct population, the methylated coverage becomes

$$
0.7953\,e^{-(0.5019+0.01998)}=0.472,
$$

in agreement with the computed 0.4719. The methyl-free coverage rises to 0.5029 and the bare fraction to 0.0252. The adduct is printed as zero. Its true value is positive, but $P_{22}=0$ and nothing refills it, so its only factor is $w_0=e^{-q}$, which underflows.

Gallium covers $0.4719+0.5029=0.9748$ of the sites. If a later arsenic pulse completes the layer, the growth is

$$
0.9748\times\frac{0.565\ \mathrm{nm}}2=0.275\ \mathrm{nm\ per\ cycle}.
$$

Errors also combine simply over stages. The first cut retains a total $1-\varepsilon_1$; the second multiplies it by $1-\varepsilon_2$. All omitted parts are nonnegative, so without rescaling the final error is

$$
1-(1-\varepsilon_1)(1-\varepsilon_2)=\varepsilon_1+\varepsilon_2-\varepsilon_1\varepsilon_2
\le\varepsilon_1+\varepsilon_2 .
$$

With permitted tails of 1% for the pulse and 2% for the purge, the actual tails are slightly smaller, 0.00997 and 0.01975. With these, both the formula and the direct comparison give 0.02952.

## The Langmuir limit

For initial uptake, ignore return from states 3 and 4. The bare and adduct populations then decay at rates $\lambda$ satisfying

$$
(k_a-\lambda)(k_d+k_r-\lambda)-k_ak_d
=\lambda^2-(k_a+k_d+k_r)\lambda+k_ak_r=0 .
$$

When $k_a\ll k_d+k_r$, the smaller root is close to

$$
k_{\rm eff}=\frac{k_ak_r}{k_d+k_r}=4.664\ \mathrm{s^{-1}} .
$$

To find the error, write $D=k_d+k_r$ and rearrange the quadratic as $\lambda=k_ak_r/(D+k_a-\lambda)$. Then

$$
1-\frac{\lambda}{k_{\rm eff}}=\frac{k_a-\lambda}{D+k_a-\lambda}.
$$

At $\lambda=k_a$ the quadratic equals $-k_ak_d<0$, so its smaller root lies below $k_a$. The relative error is thus positive and less than $k_a/D=0.0013$. The computed root is 4.660 s$^{-1}$, lower by 0.0009 in relative terms.

The Langmuir curve $1-e^{-k_{\rm eff}t}$ gives 0.6066 at 0.2 s and 0.9906 at 1 s. The full gallium coverages are 0.6051 and 0.9872. GaCH$_3$ loss reopens sites at rate $k_l\theta_3$, and each open site refills at about the rate $k_{\rm eff}$. When the two processes nearly balance, the reopened fraction is $k_l\theta_3/k_{\rm eff}=0.01998\times0.795/4.664=0.0034$, which matches the final gap of 0.0034. Exchange between states 3 and 4 affects uptake only through $\theta_3$ in this small term: setting $k_m=k_g=0$ moves the coverage at 1 s from 0.9872 to 0.9865. It does determine how much methyl remains. The precursor matters much more for uptake: if every trapped molecule reacted at once, the coverage at 0.2 s would be $1-e^{-0.2k_a}=0.951$, with $k_a$ in s$^{-1}$.

## What the linear model leaves out

The temperature and the pulse length are in the rough range used for atomic layer epitaxy of GaAs with trimethylgallium. The pressure belongs to high-vacuum dosing and is far below that of ordinary flow reactors. The barriers and probabilities are rough model values, and the one-gallium-per-site picture ignores surface reconstruction. It rules out further gallium deposition on methyl-free gallium, so the limit of one gallium layer per cycle is assumed here, not derived. Sites on a real surface also influence one another, which the linear model ignores. The following changes in gallium coverage result from adding one effect at a time, with the other settings fixed:

| Effect | At 0.2 s | At 1 s |
|---|---:|---:|
| Repulsion | $-0.100$ | $-0.082$ |
| Methyl blocking | $-0.061$ | $-0.034$ |
| Migration over filled sites | $+0.276$ | $+0.013$ |
| Pressure rise | $-0.101$ | $-0.002$ |
| 5 K hotter surface | $+0.001$ | $-0.001$ |

Repulsion lowers the adduct desorption barrier by up to 0.08 eV in mean field. Blocking halves adsorption at full methyl coverage. Migration lets molecules trapped on filled sites reach bare ones, with a hopping barrier 0.20 eV below that for desorption. The pressure rises with a 0.05 s time constant. For these assumed inputs, repulsion is the largest effect at the pulse end and would remove about $0.082\times0.2825=0.023$ nm from the layer, before any change in purge loss. The ranking is not general. Uptake depends on the ratio $k_d/k_r$, and the reaction barrier was held fixed: if repulsion lowers both barriers equally the shift is below 0.001, and with 0.04 eV on desorption alone it is $-0.029$, smaller than that from blocking.

The first three effects make $K$ depend on coverage, so a single matrix exponential no longer solves the problem. A changing pressure keeps the equation linear but makes $K$ depend on time. Constant-pressure pieces can then be used, at the price of a discretisation error that the Poisson tails do not measure.

The gas description has limits too. The mean free path is about 14 cm for a rough molecular diameter of 0.7 nm, so unimpeded flight from a 300 K source requires shorter distances. On a nearly bare surface, once the adduct population has built up within about a millisecond, 15% of impacts lead to reaction, so the supply must replace that gas to hold the pressure; depletion is not included.

The adduct barrier also sets the cost. With 1.0 eV instead of 1.30 eV and all else fixed, the same pulse needs about $1.0\times10^6$ ticks, some 87 times as many. The Poisson tail still gives the truncation error for such a stiff system, but the price is paid in matrix products, and rounding errors grow with their number, here to a still small 1-norm error of order $10^{-11}$. The weaker binding also changes the result: gallium covers only about 0.05 of the sites after the pulse. The full set of values is in the numerical output below.

## Numbers as computed

```
surface, gas temperature: 720, 300 K
pressure: 1.0e-04 Torr; molecular mass: 114.8 u
lattice constant: 0.565 nm; prefactor: 1e+13 1/s
barriers desorb, react, methyl loss, GaCH3 loss: 1.30, 1.35, 1.90, 2.10 eV
trapping, remethylation probabilities: 0.5, 0.05
pulse, purge, early time: 1.0, 1.0, 0.2 s
site density: 6.265e+14 1/cm2
impact flux: 1.893e+16 1/(cm2 s)
impacts per site: 30.212 1/s
adsorb, desorb, react: 15.106, 7950.61, 3551.53 1/s
methyl loss, GaCH3 loss, methyl regain: 0.5019, 0.01998, 1.5106 1/s
clock rate: 11502.14 1/s
short case from adduct: t = 0.1 ms, q = 1.15021
tick 0: weight 0.316569, state 0.000000 1.000000 0.000000 0.000000
tick 1: weight 0.364122, state 0.691229 0.000000 0.308771 0.000000
tick 2: weight 0.209409, state 0.690321 0.000908 0.308757 0.000013
tick 3: weight 0.080289, state 0.690043 0.000907 0.309024 0.000027
short case, sum to tick 3: 0.451654 0.316832 0.201898 0.000005
short case, reference: 0.472076 0.316859 0.211059 0.000006
short case, error and tail: 0.029611, 0.029611
pulse mean tick count q: 11502.14
pulse cut M=11752: error 9.9689e-03, tail 9.9689e-03
pulse cut M=11903: error 9.8667e-05, tail 9.8667e-05
pulse cut M=12016: error 9.5655e-07, tail 9.5655e-07
pulse M for tail 1e-10: 12191; prior bound 1.55e-09
same tail with doubled clock: M=23976
largest relative coverage error, tight run: 2.3e-13
coverages after pulse: 1.281718e-02 1.683818e-05 7.952647e-01 1.919013e-01
coverages after purge: 2.520997e-02 0.000000e+00 4.719325e-01 5.028575e-01
purge M for tail 1e-10: 12191
Ga deposited per cycle: 0.2754 nm; full layer 0.2825 nm
two-stage error, combined tail: 2.95219e-02, 2.95219e-02
rescaling error / tail, irreversible step: 2.000
slow clock (half rate), t=0.3478 ms, M=1: lowest coverage -0.1353
q=40: Taylor error 4.05e+00, uniformisation error 1.6e-15
effective Langmuir rate, slow eigenvalue: 4.66433, 4.66010 1/s
Ga coverage at early time, pulse end: 0.60509, 0.98717
Langmuir coverage at same times: 0.60658, 0.99057
neglected-effect inputs: repulsion 0.02 eV x 4, blocking 0.5
further inputs: migration gain 0.2 eV, rise 0.05 s, offset 5.0 K
Ga coverage shift, repulsion: early -0.09985, pulse end -0.08155
Ga coverage shift, blocking: early -0.06113, pulse end -0.03354
Ga coverage shift, migration: early +0.27624, pulse end +0.01270
Ga coverage shift, rise: early -0.10091, pulse end -0.00247
Ga coverage shift, offset: early +0.00122, pulse end -0.00052
gas mean free path for 0.7 nm diameter: 14.3 cm
initial reaction probability per impact: 0.1544
pulse tick count for 1.0 eV adduct: 1.004e+06
```
